# Rytov's Dispersion Relation for an Acoustic Bilayer and Its Uniform Limit: a numerical check

```python
"""Rytov dispersion of a periodic acoustic bilayer, normal incidence.

Result under test (hbar = 1, E = phonon energy = angular frequency):
  cos(q D) = cos(p1) cos(p2) - (Z1/Z2 + Z2/Z1)/2 * sin(p1) sin(p2)
with p_j = E d_j / v_j, D = d1 + d2, and for each layer
  d = thickness (angstrom), v = sound speed times hbar (eV angstrom),
  Z = impedance over hbar (angstrom^-4),
  stiffness C = Z v (eV/angstrom^3), density rho = Z / v.
Also tested: band edges, gap widths, decay in a gap, long-wave speed, and the
limits of equal impedances, equal velocities, and both (uniform medium).
The independent road is a variational solution of -(C u')' = E^2 rho u
in one Bloch cell; it uses no transfer matrix and no layer phases.
A layer is the tuple (d, v, Z); a stack is a pair of layers.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy.constants import physical_constants
from scipy.linalg import eigh, expm
from scipy.optimize import brentq

DEGREE = 18


def reference_basis():
    """Two end functions and interior polynomials on [-1, 1]."""
    x, w = legendre.leggauss(DEGREE + 2)
    P = legendre.legvander(x, DEGREE)
    values = [(1 - x) / 2, (1 + x) / 2]
    slopes = [-0.5 * np.ones_like(x), 0.5 * np.ones_like(x)]
    for k in range(2, DEGREE + 1):
        values.append(P[:, k] - P[:, k - 2])
        slopes.append((2 * k - 1) * P[:, k - 1])
    return np.array(values).T, np.array(slopes).T, w


VALUES, SLOPES, WEIGHTS = reference_basis()


def variational_modes(stack, qD):
    """Energies and vectors; entries 0 and 1 are u(0) and u(d1)."""
    inner = DEGREE - 1
    size = 2 + 2 * inner
    K = np.zeros((size, size), complex)
    M = np.zeros((size, size), complex)
    for j, (d, v, Z) in enumerate(stack):
        T = np.zeros((DEGREE + 1, size), complex)
        if j == 0:
            T[0, 0], T[1, 1] = 1, 1
        else:
            T[0, 1], T[1, 0] = 1, np.exp(1j * qD)
        for k in range(inner):
            T[2 + k, 2 + j * inner + k] = 1
        k_layer = Z * v * 2 / d * SLOPES.T @ (WEIGHTS[:, None] * SLOPES)
        m_layer = Z / v * d / 2 * VALUES.T @ (WEIGHTS[:, None] * VALUES)
        K += T.conj().T @ k_layer @ T
        M += T.conj().T @ m_layer @ T
    squares, vectors = eigh(K, M)
    return np.sqrt(np.maximum(squares, 0)), vectors


def rytov_cosine(E, stack):
    (d1, v1, Z1), (d2, v2, Z2) = stack
    p1, p2 = E * d1 / v1, E * d2 / v2
    mismatch = (Z1 / Z2 + Z2 / Z1) / 2
    return np.cos(p1) * np.cos(p2) - mismatch * np.sin(p1) * np.sin(p2)


def rytov_energies(stack, qD, count):
    def f(E):
        return rytov_cosine(E, stack) - np.cos(qD)
    grid = np.linspace(1e-6, 0.012, 4001)
    y = f(grid)
    hits = np.where(y[:-1] * y[1:] < 0)[0][:count]
    return np.array([brentq(f, grid[i], grid[i + 1], xtol=1e-15)
                     for i in hits])


def transit(stack):
    return [layer[0] / layer[1] for layer in stack]


def reflection(stack):
    Z1, Z2 = stack[0][2], stack[1][2]
    return (Z1 - Z2) / (Z1 + Z2)


def gap_edges(stack, m):
    """Edges from the factorized band-edge conditions."""
    t1, t2 = transit(stack)
    r = reflection(stack)
    trig = np.cos if m % 2 else np.sin
    low = (m * np.pi - 1) / (t1 + t2)
    high = (m * np.pi + 1) / (t1 + t2)
    edges = []
    for sign in (1, -1):
        def f(E, s=sign):
            return trig(E * (t1 + t2) / 2) - s * r * trig(E * (t1 - t2) / 2)
        edges.append(brentq(f, low, high, xtol=1e-16))
    return np.sort(edges)


def gap_estimate(stack, m):
    t1, t2 = transit(stack)
    return (4 * abs(reflection(stack))
            * abs(np.sin(m * np.pi * t1 / (t1 + t2))) / (t1 + t2))


def cell_matrix(stack, E):
    """Propagate (u, stress) by exponentiating the first-order equations."""
    total = np.eye(2)
    for d, v, Z in stack:
        generator = np.array([[0, 1 / (Z * v)], [-Z / v * E**2, 0]])
        total = expm(generator * d) @ total
    return total


stack = ((30.0, 0.03, 20.0), (20.0, 0.04, 25.0))
D = stack[0][0] + stack[1][0]
t1, t2 = transit(stack)
r = reflection(stack)

# Ordered bands: no missing and no extra roots among the lowest four.
for qD in (0.4, np.pi / 2, 2.5):
    direct = variational_modes(stack, qD)[0][:4]
    assert np.allclose(rytov_energies(stack, qD, 4), direct,
                       rtol=0, atol=1e-10)
bands = rytov_energies(stack, np.pi / 2, 4)

# A strongly mismatched stack.
strong = ((15.0, 0.02, 10.0), (35.0, 0.05, 40.0))
for qD in (0.7, 2.0):
    direct = variational_modes(strong, qD)[0][:5]
    assert np.allclose(rytov_cosine(direct, strong), np.cos(qD),
                       rtol=0, atol=1e-8)

# One energy evaluated forward, then recovered from its wavenumber.
E_sample = 0.001
cos_sample = rytov_cosine(E_sample, stack)
qD_sample = np.arccos(cos_sample)
E_back = variational_modes(stack, qD_sample)[0][0]
assert abs(E_back - E_sample) < 1e-10

# Band edges, including a gap that closes despite impedance mismatch.
at_edge = variational_modes(stack, np.pi)[0]
at_center = variational_modes(stack, 0.0)[0]
gap1, gap2 = gap_edges(stack, 1), gap_edges(stack, 2)
assert np.allclose(gap1, at_edge[:2], rtol=0, atol=1e-10)
assert np.allclose(gap2, at_center[1:3], rtol=0, atol=1e-10)
gap3_width = at_edge[3] - at_edge[2]
assert abs(gap3_width) < 1e-10
width1, width2 = np.diff(gap1)[0], np.diff(gap2)[0]

# The relative error of the weak-mismatch width must scale as r squared.
half_r = r / 2
Z_half = stack[0][2] * (1 - half_r) / (1 + half_r)
weaker = (stack[0], (stack[1][0], stack[1][1], Z_half))
error_full = gap_estimate(stack, 1) / width1 - 1
error_half = gap_estimate(weaker, 1) / np.diff(gap_edges(weaker, 1))[0] - 1
error_ratio = error_full / error_half
assert 3.8 < error_ratio < 4.2

# Trace, determinant and decay from direct propagation.
E_mid = gap1.mean()
for E in (E_sample, E_mid):
    cell = cell_matrix(stack, E)
    assert abs(np.linalg.det(cell) - 1) < 1e-10
    assert abs(np.trace(cell) / 2 - rytov_cosine(E, stack)) < 1e-10
multipliers = np.linalg.eigvals(cell_matrix(stack, E_mid))
assert np.max(np.abs(np.imag(multipliers))) < 1e-10
kappa = -np.log(np.min(np.abs(multipliers))) / D
cos_mid = rytov_cosine(E_mid, stack)
assert abs(kappa - np.arccosh(abs(cos_mid)) / D) < 1e-10

# Long-wave speed; the tolerance covers dispersion at the small finite q.
areal_mass = sum(d * Z / v for d, v, Z in stack)
compliance = sum(d / (Z * v) for d, v, Z in stack)
v_eff = D / np.sqrt(areal_mass * compliance)
small_qD = 0.05
v_direct = variational_modes(stack, small_qD)[0][0] / (small_qD / D)
assert abs(v_direct / v_eff - 1) < 1e-4

# Equal impedances, different velocities: no gaps, two local wavenumbers.
same_Z = (stack[0], (20.0, 0.04, 20.0))
edge_Z = variational_modes(same_Z, np.pi)[0]
center_Z = variational_modes(same_Z, 0.0)[0]
tau_Z = sum(transit(same_Z))
assert np.allclose(edge_Z[:4], np.array([1, 1, 3, 3]) * np.pi / tau_Z,
                   rtol=0, atol=1e-10)
assert np.allclose(center_Z[1:3], 2 * np.pi / tau_Z, rtol=0, atol=1e-10)
energies_Z, vectors_Z = variational_modes(same_Z, np.pi / 2)
phase_Z = np.angle(vectors_Z[1, 0] / vectors_Z[0, 0])
assert abs(phase_Z - energies_Z[0] * 30.0 / 0.03) < 1e-8
phase_uniform = np.pi / 2 * 30.0 / D
assert abs(phase_Z - phase_uniform) > 0.05

# Equal velocities, different impedances: a gap remains.
same_v = (stack[0], (20.0, 0.03, 25.0))
edge_v = variational_modes(same_v, np.pi)[0]
width_v = edge_v[1] - edge_v[0]
assert width_v > 1e-4
assert abs(width_v - np.diff(gap_edges(same_v, 1))[0]) < 1e-10

# Both equal: folded straight line and a single plane-wave phase.
uniform = (stack[0], (20.0, 0.03, 20.0))
energies_u, vectors_u = variational_modes(uniform, np.pi / 2)
folded = np.sort([0.03 * abs(np.pi / 2 + 2 * np.pi * n) / D
                  for n in range(-4, 5)])[:4]
assert np.allclose(energies_u[:4], folded, rtol=0, atol=1e-10)
assert np.allclose(rytov_energies(uniform, np.pi / 2, 4), folded,
                   rtol=0, atol=1e-10)
phase_u = np.angle(vectors_u[1, 0] / vectors_u[0, 0])
assert abs(phase_u - phase_uniform) < 1e-8

hartree = physical_constants["Hartree energy in eV"][0]
for j, (d, v, Z) in enumerate(stack, 1):
    print(f"layer {j} thickness: {d:.1f} angstrom")
    print(f"layer {j} hbar*v: {v:.3f} eV angstrom")
    print(f"layer {j} Z/hbar: {Z:.1f} angstrom^-4")
    print(f"layer {j} stiffness: {Z * v:.3f} eV/angstrom^3")
print(f"period D: {D:.1f} angstrom")
print(f"transit times over hbar: {t1:.1f}, {t2:.1f} 1/eV")
print(f"reflection r: {r:.6f} (dimensionless)")
mean_ratio = (stack[0][2] / stack[1][2] + stack[1][2] / stack[0][2]) / 2
print(f"mean impedance ratio: {mean_ratio:.6f} (dimensionless)")
print(f"sample energy: {E_sample:.6f} eV")
print(f"sample phases: {E_sample * t1:.4f}, {E_sample * t2:.4f} rad")
print(f"sample cos(qD): {cos_sample:.6f} (dimensionless)")
print(f"sample qD: {qD_sample:.6f} rad")
print(f"sample q: {qD_sample / D:.6f} 1/angstrom")
print(f"sample energy, variational: {E_back:.9f} eV")
for n, E in enumerate(bands, 1):
    print(f"band {n} at qD=pi/2: {E:.7f} eV")
print(f"gap 1 edges: {gap1[0]:.7f}, {gap1[1]:.7f} eV")
print(f"gap 1 width: {width1:.4e} eV")
print(f"gap 1 width, small-r formula: {gap_estimate(stack, 1):.4e} eV")
print(f"small-r relative error: {error_full:.3e} (dimensionless)")
print(f"error ratio on halving r: {error_ratio:.3f} (dimensionless)")
print(f"gap 2 edges: {gap2[0]:.7f}, {gap2[1]:.7f} eV")
print(f"gap 2 width: {width2:.4e} eV")
print(f"gap 3 closes at: {at_edge[2]:.7f} eV")
print(f"gap 3 width below 1e-10 eV: {abs(gap3_width) < 1e-10}")
print(f"gap 1 midpoint: {E_mid:.7f} eV")
print(f"midgap half trace: {cos_mid:.6f} (dimensionless)")
print(f"midgap amplitude decay length: {1 / kappa:.2f} angstrom")
print(f"long-wave hbar*v_eff: {v_eff:.6f} eV angstrom")
print(f"variational hbar*v at qD=0.05: {v_direct:.6f} eV angstrom")
print(f"transit-time hbar*v: {D / (t1 + t2):.6f} eV angstrom")
print(f"equal Z: band 1 at qD=pi/2: {energies_Z[0]:.7f} eV")
print(f"equal Z: touching energy at qD=pi: {edge_Z[0]:.7f} eV")
print(f"equal Z: phase across layer 1: {phase_Z:.6f} rad")
print(f"equal v: gap 1 width: {width_v:.4e} eV")
print(f"uniform: band 1 at qD=pi/2: {energies_u[0]:.7f} eV")
print(f"uniform: band 2 at qD=pi/2: {energies_u[1]:.7f} eV")
print(f"uniform: phase across layer 1: {phase_u:.6f} rad")
print(f"gap 1 midpoint converted: {E_mid / hartree:.5e} hartree")
print(f"gap 1 width converted: {width1 / hartree:.4e} hartree")
print("verified")
```

Running it gives:

```
layer 1 thickness: 30.0 angstrom
layer 1 hbar*v: 0.030 eV angstrom
layer 1 Z/hbar: 20.0 angstrom^-4
layer 1 stiffness: 0.600 eV/angstrom^3
layer 2 thickness: 20.0 angstrom
layer 2 hbar*v: 0.040 eV angstrom
layer 2 Z/hbar: 25.0 angstrom^-4
layer 2 stiffness: 1.000 eV/angstrom^3
period D: 50.0 angstrom
transit times over hbar: 1000.0, 500.0 1/eV
reflection r: -0.111111 (dimensionless)
mean impedance ratio: 1.025000 (dimensionless)
sample energy: 0.001000 eV
sample phases: 1.0000, 0.5000 rad
sample cos(qD): 0.060652 (dimensionless)
sample qD: 1.510107 rad
sample q: 0.030202 1/angstrom
sample energy, variational: 0.001000000 eV
band 1 at qD=pi/2: 0.0010401 eV
band 2 at qD=pi/2: 0.0031416 eV
band 3 at qD=pi/2: 0.0052431 eV
band 4 at qD=pi/2: 0.0073232 eV
gap 1 edges: 0.0019635, 0.0022205 eV
gap 1 width: 2.5695e-04 eV
gap 1 width, small-r formula: 2.5660e-04 eV
small-r relative error: -1.377e-03 (dimensionless)
error ratio on halving r: 4.012 (dimensionless)
gap 2 edges: 0.0040627, 0.0043197 eV
gap 2 width: 2.5695e-04 eV
gap 3 closes at: 0.0062832 eV
gap 3 width below 1e-10 eV: True
gap 1 midpoint: 0.0020920 eV
midgap half trace: -1.018756 (dimensionless)
midgap amplitude decay length: 258.56 angstrom
long-wave hbar*v_eff: 0.033150 eV angstrom
variational hbar*v at qD=0.05: 0.033150 eV angstrom
transit-time hbar*v: 0.033333 eV angstrom
equal Z: band 1 at qD=pi/2: 0.0010472 eV
equal Z: touching energy at qD=pi: 0.0020944 eV
equal Z: phase across layer 1: 1.047198 rad
equal v: gap 1 width: 2.5404e-04 eV
uniform: band 1 at qD=pi/2: 0.0009425 eV
uniform: band 2 at qD=pi/2: 0.0028274 eV
uniform: phase across layer 1: 0.942478 rad
gap 1 midpoint converted: 7.68799e-05 hartree
gap 1 width converted: 9.4429e-06 hartree
verified
```
